**Zero-angle field of triangular moire domains**

For isotropic wall tension $g$, areal dipole density $\pm p$ and fixed nodes spaced $L$, the minority corner angle vanishes at $E_c=g/(2pL)$, where $E=D/\epsilon_0$. The program relaxes a discretized wall without assuming an arc and asserts that the root search for zero angle gives $pEL/g=1/2$. It also asserts the corner angles, the minority areas, the tangent-circle geometry and the stationarity of the complete domain. Further assertions cover wall merging, elastic anisotropy, wall overlap, thermal motion and the stray-field estimate. For $g=1$ eV/nm, $p=0.5$ pC/m and $L=500$ nm, the output gives $E_c=3.204$ MV/cm, with 18.6% of the area still in the minority domain. Anisotropy with a rough Poisson ratio of 0.25 multiplies the zero-angle field by 2.24. An illustrative 5% wall binding starts merging at 0.409 of $E_c$, so these two effects are the largest of those sized.

## Verification by program

```python
# RESULT UNDER TEST: triangular minority domains of a moire ferroelectric reach
# zero corner angle at the field E_c = g/(2 p L).
#   g: wall energy per length     p: areal dipole density (+p or -p per domain)
#   L: spacing of pinned nodes    E: normal field, defined as D/epsilon_0
# Tests use lengths in L, energies in g*L, and load = p*E*L/g (expected 1/2 at E_c).
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq, minimize

ROOT3 = np.sqrt(3.0)
CELL_AREA = ROOT3 / 2


def relax_wall(load, modulus_ratio=1.0, segments=400):
    """Minimize sum h*sqrt(1+k*slope^2) - 2*load*sum h*y with pinned ends."""
    h = 1.0 / segments
    y = np.zeros(segments + 1)
    for _ in range(80):
        slope = np.diff(y) / h
        root = np.sqrt(1 + modulus_ratio * slope**2)
        pull = modulus_ratio * slope / root
        stiffness = modulus_ratio / (root**3 * h)
        gradient = pull[:-1] - pull[1:] - 2 * load * h
        hessian = np.zeros((3, segments - 1))
        hessian[1] = stiffness[:-1] + stiffness[1:]
        hessian[0, 1:] = -stiffness[1:-1]
        hessian[2, :-1] = -stiffness[1:-1]
        step = solve_banded((1, 1), hessian, -gradient)
        y[1:-1] += step
        if np.max(np.abs(step)) < 1e-12:
            return y, hessian
    raise RuntimeError("wall relaxation did not converge")


def relaxed_corner_angle(load, modulus_ratio=1.0):
    y, _ = relax_wall(load, modulus_ratio)
    angles = np.arctan(np.diff(y[:3]) * (len(y) - 1))
    end_angle = 1.5 * angles[0] - 0.5 * angles[1]   # extrapolate to the node
    return np.pi / 3 - 2 * end_angle


def relaxed_minority_fraction(load):
    y, _ = relax_wall(load)
    return (ROOT3 / 4 - 3 * np.sum(y) / (len(y) - 1)) / CELL_AREA


def corner_formula(load):
    return np.pi / 3 - 2 * np.arcsin(load)


def fraction_formula(load):
    t = np.arcsin(load)
    return 0.5 - ROOT3 / 2 * (t - np.sin(t) * np.cos(t)) / np.sin(t)**2


# Corner angle, minority area and critical load from the relaxed wall
for load in (0.125, 0.25, 0.375, 0.5):
    assert abs(relaxed_corner_angle(load) - corner_formula(load)) < 1e-4
    assert abs(relaxed_minority_fraction(load) - fraction_formula(load)) < 1e-4
critical_load = brentq(relaxed_corner_angle, 0.2, 0.8)
assert abs(critical_load - 0.5) < 1e-4

# At the critical load each wall is centred on the opposite majority node
wall, wall_hessian = relax_wall(0.5)
x = np.linspace(0, 1, len(wall))
assert np.max(np.abs(np.hypot(x - 0.5, wall + ROOT3 / 2) - 1)) < 1e-5
assert abs(np.max(wall) - (1 - np.cos(np.pi / 6))) < 1e-5
mean_polarization = 1 - 2 * relaxed_minority_fraction(0.5)
assert abs(mean_polarization - (2 * np.pi / ROOT3 - 3)) < 1e-4


# Energy of the complete domain, from areas and wall lengths
def minority_boundary(side, load, points=600):
    radius = 1 / (2 * load)
    half = np.arcsin(side * load)
    t = np.linspace(-half, half, points + 1)[:-1]
    arc = (radius * np.sin(t) + side / 2
           + 1j * radius * (np.cos(t) - np.cos(half)))
    turn = np.exp(2j * np.pi / 3)
    return np.concatenate([arc, side + turn * arc,
                           side + turn * side + turn**2 * arc])


def cell_energy(boundary, load):
    following = np.roll(boundary, -1)
    minority = 0.5 * np.sum((np.conj(boundary) * following).imag)
    majority = CELL_AREA - minority
    return -load * (majority - minority) + np.sum(np.abs(following - boundary))


rng = np.random.default_rng(4)
test_load = 0.4
boundary = minority_boundary(1.0, test_load)
s = np.arange(600) / 600
for _ in range(5):
    shift = np.concatenate([
        sum((rng.normal() + 1j * rng.normal()) * np.sin(m * np.pi * s)
            for m in (1, 2, 3)) for _wall in range(3)])
    shift /= np.max(np.abs(shift))
    eps = 1e-4
    first_variation = (cell_energy(boundary + eps * shift, test_load)
                       - cell_energy(boundary - eps * shift, test_load)) / (2 * eps)
    assert abs(first_variation) < 1e-4
    for amount in (-0.01, 0.01):
        assert (cell_energy(boundary + amount * shift, test_load)
                > cell_energy(boundary, test_load))


# Merging: three double walls of tension u grow from the corners
def merging_slope(load, u):
    def energy(length):
        edge = minority_boundary(1 - ROOT3 * length, load)
        return cell_energy(edge, load) + 3 * u * length
    return (energy(1e-4) - energy(-1e-4)) / 2e-4


merged_tension = 1.9
for load in (0.15, 0.3, 0.45):
    expected = 3 * (merged_tension - 2 * np.cos(corner_formula(load) / 2))
    assert abs(merging_slope(load, merged_tension) - expected) < 1e-4
merge_load = np.sin(np.pi / 6 - np.arccos(merged_tension / 2))
found_merge = brentq(lambda q: merging_slope(q, merged_tension), 0.05, 0.45)
assert abs(found_merge - merge_load) < 1e-4

# Anisotropic tension: relax a wall profile using the full strain tensor
poisson = 0.25
shear = 1.0
lame = 2 * poisson / (1 - poisson) * shear
modulus_ratio = 2 / (1 - poisson)


def profile_energy(angle):
    slip = np.array([1.0, 0.0])
    normal = np.array([-np.sin(angle), np.cos(angle)])
    strain = 0.5 * (np.outer(slip, normal) + np.outer(normal, slip))
    modulus = lame * np.trace(strain)**2 + 2 * shear * np.sum(strain**2)
    z = np.linspace(-5, 5, 401)
    h = z[1] - z[0]
    start = 0.5 * (1 + np.tanh(2 * z))
    start[0], start[-1] = 0.0, 1.0

    def energy_and_gradient(inner):
        f = np.concatenate([[0.0], inner, [1.0]])
        d = np.diff(f)
        value = 0.5 * modulus * np.sum(d**2) / h + h * np.sum(np.sin(np.pi * f)**2)
        grad = (modulus * (d[:-1] - d[1:]) / h
                + h * np.pi * np.sin(2 * np.pi * inner))
        return value, grad

    fit = minimize(energy_and_gradient, start[1:-1], jac=True, method="L-BFGS-B",
                   options={"maxiter": 5000, "ftol": 1e-14, "gtol": 1e-8})
    return fit.fun


screw_energy = profile_energy(0.0)
for angle in (np.pi / 12, np.pi / 6, np.pi / 2):
    expected = np.sqrt(np.cos(angle)**2 + modulus_ratio * np.sin(angle)**2)
    # tolerance covers the finite grid of the wall profile
    assert abs(profile_energy(angle) / screw_energy - expected) < 3e-3
anisotropy_factor = 2 * modulus_ratio / np.sqrt(3 + modulus_ratio)
found_load = brentq(lambda q: relaxed_corner_angle(q, modulus_ratio), 0.5, 1.5)
assert abs(2 * found_load - anisotropy_factor) < 1e-3

# Thermal variance of the wall midpoint at the critical load
unit_force = np.zeros(len(wall) - 2)
middle = len(unit_force) // 2
unit_force[middle] = 1.0
compliance = solve_banded((1, 1), wall_hessian, unit_force)[middle]
assert abs(compliance - np.tan(np.pi / 6) / 2) < 1e-4

# Example: round values, roughly those of marginally twisted MoS2 bilayers
tension_eV_nm = 1.0
dipole_pC_m = 0.5
spacing_nm = 500.0
width_nm = 10.0
temperature_K = 300.0
spacer_permittivity = 3.5
breakdown_MV_cm = 10.0
g = tension_eV_nm * sc.e / 1e-9
p = dipole_pC_m * 1e-12
L = spacing_nm * 1e-9
E_c = g / (2 * p * L)
field_MV_cm = E_c / 1e8

# Gap between adjacent walls near a node at the critical load
relative_width = width_nm / spacing_nm
left = x <= 0.5
along = x[left] * np.cos(np.pi / 6) + wall[left] * np.sin(np.pi / 6)
gap = 2 * (x[left] * np.sin(np.pi / 6) - wall[left] * np.cos(np.pi / 6))
overlap = np.sqrt(relative_width - relative_width**2 / 4)
assert abs(np.interp(relative_width, gap, along) - overlap) < 1e-3

# Stray-field energy: opposite minus parallel dipoles, summed across the wall
def line_sum(distance):
    return 2 * quad(lambda v: (distance**2 + v**2)**-1.5, 0, np.inf)[0]


pair_sum = quad(lambda d: d * line_sum(d), 1, spacing_nm / width_nm)[0]
stray_direct = -2 * p**2 / (4 * np.pi * sc.epsilon_0) * pair_sum
stray = -p**2 / (np.pi * sc.epsilon_0) * np.log(spacing_nm / width_nm)
assert abs(stray_direct / stray - 1) < 1e-5

thermal_rms = np.sqrt(sc.k * temperature_K * L * np.tan(np.pi / 6) / (2 * g))

print("INPUTS (rough regime of marginally twisted MoS2)")
print(f"wall tension g = {tension_eV_nm:.2f} eV/nm")
print(f"areal dipole density p = {dipole_pC_m:.2f} pC/m")
print(f"node spacing L = {spacing_nm:.0f} nm")
print("MAIN RESULT")
print(f"critical load pEL/g from relaxed wall = {critical_load:.5f}")
print(f"critical field E_c = {field_MV_cm:.3f} MV/cm = {E_c / 1e9:.4f} V/nm")
print(f"arc radius at E_c = {g / (2 * p * E_c) * 1e9:.1f} nm")
print(f"bowing depth at E_c = {np.max(wall) * spacing_nm:.1f} nm")
print(f"mean polarization / p at E_c = {mean_polarization:.4f}")
print("E/E_c, field (MV/cm), corner angle (deg), minority fraction")
for ratio in (0.25, 0.50, 0.75, 1.00):
    print(f"{ratio:.2f}  {ratio * field_MV_cm:.3f}  "
          f"{abs(np.degrees(corner_formula(ratio / 2))):.2f}  "
          f"{fraction_formula(ratio / 2):.4f}")
print("NEGLECTED EFFECTS")
print(f"Poisson ratio (rough) = {poisson:.2f}")
print(f"modulus ratio k = {modulus_ratio:.3f}")
print(f"edge/screw tension ratio = {np.sqrt(modulus_ratio):.3f}")
print(f"anisotropic/isotropic zero-angle field = {anisotropy_factor:.3f}")
print(f"anisotropic zero-angle field = {anisotropy_factor * field_MV_cm:.2f} MV/cm")
print(f"merged-wall tension u/g (illustrative) = {merged_tension:.2f}")
print(f"corner angle at merging = {np.degrees(corner_formula(merge_load)):.2f} deg")
print(f"merging field / E_c = {2 * merge_load:.3f}")
print(f"merging field = {2 * merge_load * field_MV_cm:.3f} MV/cm")
print(f"wall width w (rough) = {width_nm:.0f} nm")
print(f"wall overlap distance from node at E_c = {overlap * spacing_nm:.1f} nm")
print(f"temperature = {temperature_K:.0f} K")
print(f"thermal rms midpoint motion at E_c = {thermal_rms * 1e9:.2f} nm")
print(f"stray-field change of tension = {stray / sc.e * 1e-9:.2e} eV/nm")
print(f"spacer relative permittivity (rough) = {spacer_permittivity:.1f}")
print(f"spacer field at E_c = {field_MV_cm / spacer_permittivity:.3f} MV/cm")
print(f"spacer field at anisotropic threshold = "
      f"{anisotropy_factor * field_MV_cm / spacer_permittivity:.2f} MV/cm")
print(f"spacer breakdown field (rough) = {breakdown_MV_cm:.0f} MV/cm")
print("checks complete")
```

Printed output:

```
INPUTS (rough regime of marginally twisted MoS2)
wall tension g = 1.00 eV/nm
areal dipole density p = 0.50 pC/m
node spacing L = 500 nm
MAIN RESULT
critical load pEL/g from relaxed wall = 0.50000
critical field E_c = 3.204 MV/cm = 0.3204 V/nm
arc radius at E_c = 500.0 nm
bowing depth at E_c = 67.0 nm
mean polarization / p at E_c = 0.6276
E/E_c, field (MV/cm), corner angle (deg), minority fraction
0.25  0.801  45.64  0.4275
0.50  1.602  31.04  0.3529
0.75  2.403  15.95  0.2736
1.00  3.204  0.00  0.1862
NEGLECTED EFFECTS
Poisson ratio (rough) = 0.25
modulus ratio k = 2.667
edge/screw tension ratio = 1.633
anisotropic/isotropic zero-angle field = 2.240
anisotropic zero-angle field = 7.18 MV/cm
merged-wall tension u/g (illustrative) = 1.90
corner angle at merging = 36.39 deg
merging field / E_c = 0.409
merging field = 1.311 MV/cm
wall width w (rough) = 10 nm
wall overlap distance from node at E_c = 70.5 nm
temperature = 300 K
thermal rms midpoint motion at E_c = 1.93 nm
stray-field change of tension = -2.19e-04 eV/nm
spacer relative permittivity (rough) = 3.5
spacer field at E_c = 0.916 MV/cm
spacer field at anisotropic threshold = 2.05 MV/cm
spacer breakdown field (rough) = 10 MV/cm
checks complete
```
